# Steady Capture by a Partially Reactive Sphere

## Result and conventions

Particles diffuse with diffusivity $D$ around a fixed sphere of radius $R$, which captures them at contact with finite probability. If their concentration far away is $c_0$, the steady capture current is $J=k_{ss}c_0$, with

$$
k_{ss}=\frac{4\pi DR\,k}{k+4\pi DR}. \tag{1}
$$

The intrinsic coefficient $k$ is defined by the concentration at contact: $J=k\,c(R)$. The steady coefficient $k_{ss}$ is defined by the concentration far away. Both have the dimension of volume per time. The equations hold in any consistent units, atomic units included.

The particles are dilute and independent, $D$ is constant and isotropic, and no force acts between particle and sphere. The medium is three-dimensional and unbounded. Capture is of first order in the contact concentration, and the sphere neither saturates nor, at first, releases particles.

## Derivation

The flux density along the outward radius is $-D\,c'(r)$. The current flowing inward through a shell of radius $r$ is therefore

$$
J=4\pi r^2D\,\frac{dc}{dr}. \tag{2}
$$

In the steady state no particles accumulate between two shells, so $J$ does not depend on $r$. Dividing (2) by $4\pi r^2D$ and integrating from $r$ to infinity gives

$$
c_0-c(r)=\frac{J}{4\pi D}\int_r^\infty\frac{dr'}{r'^2}=\frac{J}{4\pi Dr}. \tag{3}
$$

The integral converges because the shell area grows as $r^2$. In two dimensions the integrand would be $1/r'$ and the integral would diverge, so this steady state with a finite current and a finite $c_0$ at infinity would not exist.

Equation (3) at $r=R$, inserted in the contact law, yields

$$
J=k\,c(R)=k\left(c_0-\frac{J}{4\pi DR}\right). \tag{4}
$$

Collecting the terms in $J$ and dividing by $k$,

$$
J\left(\frac1k+\frac1{4\pi DR}\right)=c_0,
\qquad
\frac1{k_{ss}}=\frac1k+\frac1{4\pi DR}. \tag{5}
$$

The reciprocal of the second relation is (1). Transport and reaction act as two resistances in series, because the same current passes through both.

## The two limits

Let $\kappa=k/(4\pi R^2)$ be the surface velocity, so that the flux density into the surface is $\kappa c(R)$. Define the ratio

$$
h=\frac{k}{4\pi DR}=\frac{\kappa R}{D}. \tag{6}
$$

Dividing (1) by $4\pi DR$, and using $c(R)/c_0=k_{ss}/k$, we obtain

$$
\frac{k_{ss}}{4\pi DR}=\frac{h}{1+h},\qquad
\frac{c(R)}{c_0}=\frac1{1+h}. \tag{7}
$$

For $h\ll1$, $k_{ss}\simeq k(1-h)$. The contact concentration is close to $c_0$, and the reaction controls the current. For $h\gg1$, $k_{ss}\simeq4\pi DR(1-1/h)$. The contact region is depleted, and diffusion controls the current.

At fixed $\kappa$ and $D$, the reaction limit grows as $R^2$ and the diffusion limit as $R$. They are equal at $R=D/\kappa$. Smaller spheres are on the reaction side, larger ones on the diffusion side.

Writing (1) as $k_{ss}=4\pi R^2\kappa D/(D+\kappa R)$ and differentiating its logarithm gives the sensitivities

$$
\frac{\partial\ln k_{ss}}{\partial\ln\kappa}\bigg|_D=\frac1{1+h},\qquad
\frac{\partial\ln k_{ss}}{\partial\ln D}\bigg|_\kappa=\frac h{1+h}. \tag{8}
$$

## A hopping model for the surface velocity

Consider a flat face with atomic layers a distance $a$ apart. A particle hops along the normal at rate $w$ in each direction. Its mean square displacement along the normal is $2wa^2t$, which must equal $2Dt$, so $w=D/a^2$. Let the last hop, into the sink, have an extra barrier $E_b$ and the same attempt frequency. Its rate is $w\,e^{-E_b/k_BT}$. The last layer holds $a\,c(R)$ particles per area, so the captured flux density is $a\,c(R)\,w\,e^{-E_b/k_BT}$, and

$$
\kappa=\frac Da\,e^{-E_b/k_BT}. \tag{9}
$$

A real interface has other hop directions and attempt frequencies, so (9) is an estimate of $\kappa$. In this model $\kappa$ is proportional to $D$. At fixed $E_b$, $a$ and $T$, $h$ is then independent of $D$, and $k_{ss}$ is proportional to $D$.

## Capture probability of one walker

Let $p(r)$ be the probability that a walker now at $r$ is eventually captured. Averaging $p$ over the walker's position after a short time $\delta t$ must return $p$. For an isotropic step this average is $p+D\,\delta t\,\nabla^2p$ to first order, so $\nabla^2p=0$. The spherical solution that vanishes at infinity is $p=A/r$.

The contact condition follows from the hopping model. A walker in the last layer, with capture probability $p_1$, hops outward at rate $D/a^2$ or is captured at rate $\kappa/a$. Captured walkers count as one, so

$$
\left(\frac D{a^2}+\frac\kappa a\right)p_1=\frac D{a^2}\,p_2+\frac\kappa a. \tag{10}
$$

Rearranged and multiplied by $a$, this is $D(p_2-p_1)/a=-\kappa(1-p_1)$. Hops along the surface add terms that vanish with $a$ in this last form. In the continuum limit at fixed $\kappa$,

$$
D\,p'(R)=-\kappa\,[1-p(R)]. \tag{11}
$$

With $p=A/r$ this reads $DA/R^2=\kappa(1-A/R)$. Multiplying by $R^2/D$ gives $A=h(R-A)$, hence $A=Rh/(1+h)$ and

$$
p(r)=\frac h{1+h}\,\frac Rr=\frac{k_{ss}}{4\pi Dr}. \tag{12}
$$

A walker at contact is thus captured with probability $h/(1+h)$ and otherwise escapes for good. Equation (12) also gives the rate. Walkers from far away reach a shell of radius $b>R$ for the first time at the rate $4\pi Dbc_0$, the fully absorbing limit of (1) for radius $b$. Each is then captured with probability $p(b)$, and the product is $k_{ss}c_0$ for any $b$.

A simulation of 20,000 Brownian walkers with $h=1$, started at $1.5R$ with time step $4\times10^{-4}R^2/D$, gave a captured fraction of $0.341$ with standard error $0.003$. Equation (12) gives $0.333$. The difference is 2.4 standard errors. It lies within the test's allowance of four standard errors plus $0.007$ for the finite time step. How much of it comes from the time step was not determined.

## Approach to the steady state

Suppose the concentration is $c_0$ everywhere at $t=0$, when capture begins. Let $u=r(c_0-c)$. Since the spherical Laplacian of a function $f(r)$ is $(rf)''/r$, the diffusion equation becomes

$$
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial r^2},\qquad u(r,0)=0. \tag{13}
$$

Its Laplace transform is $s\hat u=D\hat u''$. The solution that decays outward is $\hat u=Be^{-q(r-R)}$, with $q=\sqrt{s/D}$. The contact law $Dc'(R)=\kappa c(R)$, with $c=c_0-u/r$, transforms to

$$
-D\left(\frac{\hat u'(R)}R-\frac{\hat u(R)}{R^2}\right)
=\kappa\left(\frac{c_0}s-\frac{\hat u(R)}R\right). \tag{14}
$$

Insert $\hat u(R)=B$ and $\hat u'(R)=-qB$, multiply by $R/D$, and use (6):

$$
B\left(q+\frac{1+h}R\right)=\frac{hc_0}s. \tag{15}
$$

With $\beta=(1+h)\sqrt D/R$, the transformed depletion at contact is

$$
\frac BR=\frac{hc_0\sqrt D}{R}\,\frac1{s(\sqrt s+\beta)}. \tag{16}
$$

To invert it, take $F(t)=e^{\beta^2t}\,\mathrm{erfc}(\beta\sqrt t)$. Differentiation gives $F'=\beta^2F-\beta/\sqrt{\pi t}$, with $F(0)=1$. Because $1/\sqrt{\pi t}$ has the transform $1/\sqrt s$, we have $s\hat F-1=\beta^2\hat F-\beta/\sqrt s$, so

$$
\hat F=\frac{1-\beta/\sqrt s}{s-\beta^2}=\frac1{\sqrt s(\sqrt s+\beta)},
\qquad
\frac1s-\hat F=\frac{\beta}{s(\sqrt s+\beta)}. \tag{17}
$$

The last fraction in (16) is therefore the transform of $(1-F)/\beta$. The prefactor becomes $hc_0\sqrt D/(R\beta)=c_0h/(1+h)$, and

$$
c(R,t)=c_0-\frac{hc_0}{1+h}(1-F)=c_0\,\frac{1+hF}{1+h}. \tag{18}
$$

Multiplying by $k/c_0$ and using $k/(1+h)=k_{ss}$, we find the time-dependent coefficient

$$
k(t)=k_{ss}\left[1+h\,e^{x^2}\mathrm{erfc}(x)\right],\qquad
x=(1+h)\frac{\sqrt{Dt}}R. \tag{19}
$$

At $t=0$ this equals $k$, since no depletion has formed. For late times, write

$$
e^{x^2}\mathrm{erfc}(x)=\frac2{\sqrt\pi}\int_0^\infty e^{-2xv-v^2}dv\simeq\frac1{x\sqrt\pi}\qquad(x\gg1), \tag{20}
$$

because $v^2$ is then negligible where the integrand matters. The relative excess over the steady value is

$$
\frac{k(t)}{k_{ss}}-1\simeq\frac h{1+h}\,\frac R{\sqrt{\pi Dt}}. \tag{21}
$$

The slow decay reflects a depleted region that spreads as $\sqrt{Dt}$.

## Release and a finite supply radius

If the sphere also releases particles, and would be in equilibrium with a contact concentration $c_{eq}$, the contact law is $J=k[c(R)-c_{eq}]$. Equation (3) then gives

$$
J\left(\frac1k+\frac1{4\pi DR}\right)=c_0-c_{eq},\qquad
J=k_{ss}(c_0-c_{eq}). \tag{22}
$$

If instead $c_0$ is maintained at a finite radius $b$, the integral in (3) ends at $b$, and without release

$$
\frac1{k_b}=\frac1k+\frac1{4\pi D}\left(\frac1R-\frac1b\right). \tag{23}
$$

The shorter path makes $k_b$ larger than $k_{ss}$.

## Example: oxygen capture in silicon

Consider interstitial oxygen in Czochralski silicon at 1300 K, captured by an oxide precipitate with $R=10$ nm. The rough expression $D=0.1\,e^{-2.5\,\text{eV}/k_BT}$ cm²/s gives $D=2.03\times10^{-11}$ cm²/s at this temperature, and a typical concentration is $c_0=8\times10^{17}$ cm⁻³. Further digits are kept only so that the arithmetic can be followed. The hop length is $a=0.2$ nm. The extra barrier $E_b=0.3$ eV is a chosen model parameter. With $k_BT=0.112$ eV, (9) gives

$$
\kappa=\frac{2.033\times10^{-11}}{2\times10^{-8}}\,e^{-0.3/0.112}
=6.98\times10^{-5}\ \text{cm/s}.
$$

Then $k=4\pi R^2\kappa=8.776\times10^{-16}$ cm³/s, $4\pi DR=2.555\times10^{-16}$ cm³/s, and $h=3.435$. Equation (1) gives

$$
k_{ss}=\frac{8.776\times2.555}{8.776+2.555}\times10^{-16}
=1.98\times10^{-16}\ \text{cm}^3/\text{s},
$$

or $1.98\times10^8$ Å³/s. This is 77% of the diffusion limit, and the contact concentration is 23% of $c_0$. The crossover radius is 2.9 nm, so this precipitate is on the diffusion side. With all else fixed, barriers of 0.2 and 0.4 eV give 89% and 58% of the diffusion limit. Without release the current is $k_{ss}c_0=158$ atoms/s.

**Release.** For the solubility at a flat interface, the rough expression $c_{flat}=10^{23}\,e^{-1.5\,\text{eV}/k_BT}$ cm⁻³ gives $1.53\times10^{17}$ cm⁻³. Two effects raise it at the precipitate. First, adding one oxygen atom adds an oxide volume $\Omega=0.0225$ nm³, so $dR=\Omega/(4\pi R^2)$. With interface energy $\gamma$, the surface energy $4\pi R^2\gamma$ rises by $8\pi R\gamma\,dR=2\gamma\Omega/R$. Second, oxide needs more room than the silicon it consumes. Suppose that ejected silicon interstitials, $\nu$ per oxygen atom, provide all of it. Each oxygen atom binds half a silicon atom, so $(\tfrac12+\nu)v_{Si}=\Omega$. With $v_{Si}=0.020$ nm³ this gives $\nu=0.625$.

Let $S$ be the interstitial concentration at the surface divided by its equilibrium value $C_I^{eq}$. For dilute solutions, an oxygen atom gives up $k_BT\ln(c/c_{flat})$ on leaving the solution, relative to flat equilibrium, and the ejected interstitials cost $\nu k_BT\ln S$. At equilibrium the gain equals the two costs:

$$
c_{eq}=c_{flat}\exp\!\left(\frac{2\gamma\Omega}{Rk_BT}\right)S^\nu. \tag{24}
$$

For $\gamma=2.5$ eV/nm² the curvature factor is 1.11. With $S=1$, $c_{eq}=1.69\times10^{17}$ cm⁻³, and (22) gives 125 atoms/s, 21% below the current without release.

The ejected interstitials must diffuse away. Their current $\nu J$ raises their surface concentration by $\nu J/(4\pi D_IR)$, by the argument of (3) with the flow reversed. If they are at equilibrium far away,

$$
S=1+\frac{\nu J}{4\pi R\,D_IC_I^{eq}}. \tag{25}
$$

For the rough value $D_IC_I^{eq}=10^7$ cm⁻¹ s⁻¹, solving (22), (24) and (25) together gives $S=1.6$ and $J=114$ atoms/s, 28% below the current without release. Growth would stop at $S=12$, where $c_{eq}$ reaches $c_0$.

**Growth and transient.** The current with release at $S=1$ gives $dR/dt=J\Omega/(4\pi R^2)=0.0022$ nm/s, and a growth time $R/(dR/dt)$ of about 4500 s. The diffusion time $R^2/D$ is 0.049 s. The ratio of the two is $\mathrm{Pe}=1.1\times10^{-5}$. At fixed radius the transient excess is 9.7% after 1 s and 0.145% after one growth time. For a growing sphere the depleted region lags behind the rising current, and the excess over the steady coefficient is of order $\sqrt{\pi\,\mathrm{Pe}/2}$ rather than $\mathrm{Pe}$, about 0.4% after one growth time. For an isolated precipitate with release, the steady coefficient therefore follows the growing radius to about half a percent once the initial transient has decayed, which takes about 700 s; the excess is still 1% at 100 s. These times belong to a uniform start at $R=10$ nm; a precipitate grown from 1 nm has an excess of about 0.3% when it reaches 10 nm.

**Neighbours.** For a chosen density $N=10^9$ cm⁻³, each precipitate has a cell of radius 6200 nm. Using this as $b$ in (23) raises $k_{ss}$ by 0.13%. Neighbours do not hold $c_0$ fixed at $b$, so this is only an order of size: a cell with no flux through its wall gives 0.2%, and randomly placed sinks give about 0.01%. These figures are for $R=10$ nm; the correction from (23) grows roughly in proportion to $R$ and reaches about 2% at 140 nm, where the no-flux cell gives about 4% and random sinks about 0.6%. At fixed $R$ and without release, oxygen would be depleted in a time $1/(Nk_{ss})=5\times10^6$ s. Without release this is an upper bound, because the radius grows on a far shorter scale. With growth included, the concentration falls to $c_0/e$ when $R$ is near 140 nm, after about $4\times10^5$ s without release and about $6\times10^5$ s with release and interstitials at equilibrium between precipitates. This time falls roughly as $N^{-2/3}$ up to $N\approx10^{11}$ cm⁻³ and approaches $1/N$ above $10^{13}$ cm⁻³, where the radius hardly grows. At high densities $c_0$ must itself be followed in time.

**The real case.** Growth itself nearly doubles the current over one growth time. At a given radius and once the initial transient has decayed, release and interstitial ejection change the current most among the effects sized here at the chosen barrier, and they depend on rough material data. The solubility fit $9\times10^{22}\,e^{-1.52\,\text{eV}/k_BT}$ cm⁻³, which gives $1.15\times10^{17}$ cm⁻³, would turn the reductions of 21% and 28% into about 16% and 22% and the stopping value of $S$ from 12 into 19. The barrier itself is a chosen parameter, not a measured one. The prefactor in (9) is also rough: counting the hops that cross the sphere on the bond-centre sites of silicon, each slowed by the same barrier, gives a $\kappa$ about 1.6 times larger, hence $h\approx5.4$, 84% of the diffusion limit instead of 77%, and a crossover radius near 1.9 nm instead of 2.9 nm. Real precipitates can be plates or polyhedra and can strain the surrounding crystal. Neither shape nor elastic drift is treated, and their effect is not sized. Interstitials from other precipitates raise $S$ and can lower the current more than the local term in (25). For $N=10^9$ cm⁻³ in a wafer 725 µm thick whose surfaces are the only sinks, the steady background at mid-plane is $S\approx4$ and the current there is about 70 atoms/s. The value of 114 atoms/s therefore requires sinks that keep the interstitials near equilibrium between precipitates. In such a wafer the mid-plane background peaks at $S\approx10$ after about $3\times10^5$ s and then declines, and the mid-plane oxygen needs $4$ to $5\times10^6$ s rather than $6\times10^5$ s to fall to $c_0/e$. The hop length is 2% of the radius; a walk on the bond-centre sites, for one position of the sphere's centre, still follows (1) with the counted $\kappa$ to about 2% at radii down to 0.5 nm, but for precipitates only a few hops across the bulk values of $\gamma$ and $\Omega$ in (24) become doubtful. The numerical output lists the input values and the results at $R=10$ nm; the figures for the growing sphere, the no-flux and random arrangements, the second solubility fit, the lattice count and the wafer are not part of it.

## Table of computed values

```
temperature: 1300 K
thermal energy kT: 0.112 eV
precipitate radius R: 10 nm
hop length a: 0.2 nm
extra contact barrier: 0.3 eV
oxygen diffusivity D: 2.033e-11 cm2/s
far oxygen concentration c0: 8e+17 cm-3
surface velocity kappa: 6.983e-05 cm/s
intrinsic coefficient k: 8.776e-16 cm3/s
diffusion limit 4 pi D R: 2.555e-16 cm3/s
reactivity ratio h: 3.435
steady coefficient k_ss: 1.979e-16 cm3/s
steady coefficient k_ss, converted: 1.979e+08 angstrom3/s
k_ss / diffusion limit: 0.7745
contact concentration / c0: 0.2255
crossover radius D/kappa: 2.911 nm
k_ss / diffusion limit, barrier 0.2 eV: 0.8935
k_ss / diffusion limit, barrier 0.4 eV: 0.5845
one-way capture current: 158.3 atoms/s
flat-interface solubility: 1.531e+17 cm-3
interface energy: 2.5 eV/nm2
oxide volume per O atom: 0.0225 nm3
silicon volume per atom: 0.02 nm3
curvature factor on solubility: 1.106
solubility at the precipitate: 1.692e+17 cm-3
net current with release: 124.8 atoms/s
interstitials ejected per O atom: 0.625
interstitial transport D_I C_I,eq: 1e+07 cm-1 s-1
interstitial supersaturation at surface: 1.567
net current with interstitials: 114 atoms/s
supersaturation that stops growth: 12.01
diffusion time R^2/D: 0.04919 s
transient excess at 1 s: 9.68 %
growth speed with release: 0.002235 nm/s
growth time R/(dR/dt): 4475 s
transient excess at growth time: 0.145 %
moving-surface ratio R(dR/dt)/D: 1.1e-05
precipitate density: 1e+09 cm-3
cell radius per precipitate: 6204 nm
finite-cell increase of k_ss: 0.125 %
oxygen depletion time 1/(N k_ss): 5.054e+06 s
hop length / radius: 0.02
test: largest steady-current error: 1.7e-05 (relative)
test: largest transient error: 9.9e-06 (relative)
test: walkers captured, h=1, r=1.5R: 0.3414
test: standard error of that fraction: 0.0034
test: predicted capture probability: 0.3333
```
